# LO-TO splitting in an elemental crystal: trigonal selenium

Move one sublattice \(k\) of an insulating crystal by a small vector \(\mathbf u_k\), the same in every cell, at zero macroscopic electric field. The dipole created per cell, in units of the elementary charge \(e\), defines the Born charge tensor,

\[
p_a=\sum_b Z_{k,ab}\,u_{kb}.
\]

Symmetry fixes the form of \(Z\) through two rules. First, moving all atoms together shifts a neutral crystal and leaves its polarization unchanged, so

\[
\sum_k Z_k=0 .
\]

Second, let a symmetry operation with rotational part \(R\) carry atom \(k\) into atom \(k'\). Rotating the whole experiment turns the displacement \(\mathbf u\) into \(R\mathbf u\) and the dipole \(Z_k\mathbf u\) into \(RZ_k\mathbf u\). Hence \(Z_{k'}R\mathbf u=RZ_k\mathbf u\) for every \(\mathbf u\), or

\[
Z_{k'}=RZ_kR^{T}.
\]

Trigonal selenium consists of parallel helical chains with three atoms per turn and three per primitive cell. Take \(z\) along the helix and \(x\) along the twofold axis through the first atom. That axis, \(R=\mathrm{diag}(1,-1,-1)\), maps the atom to itself and removes \(Z_{xy},Z_{xz},Z_{yx},Z_{zx}\). The other two tensors follow by rotations of \(\pm120^\circ\) about \(z\). In the sum of the three, the \(yz\) and \(zy\) entries cancel, and the diagonal becomes \(3\,\mathrm{diag}[(Z_{xx}+Z_{yy})/2,(Z_{xx}+Z_{yy})/2,Z_{zz}]\). This must vanish, which leaves

\[
Z_1=\begin{pmatrix}Z_{xx}&0&0\\0&-Z_{xx}&Z_{yz}\\0&Z_{zy}&0\end{pmatrix}.
\]

Three numbers remain free, although all the atoms are identical.

## The belief and its true range

The belief is that an elemental crystal has no LO-TO splitting. The reasoning is natural: identical atoms have no reason to exchange charge, neutral atoms make no dipole when they vibrate, and without a dipole there is no long-range field to raise the longitudinal frequency. Silicon fits this picture.

For silicon the conclusion can be proved. Place two identical atoms per cell at \(0\) and \(\boldsymbol\tau\). The inversion \(\mathbf r\to\boldsymbol\tau-\mathbf r\) sends a lattice point \(\mathbf L\) to \(\boldsymbol\tau-\mathbf L\), a site of the second sublattice, and vice versa. Every such crystal therefore has an inversion that exchanges its two atoms. With \(R=-1\) the two minus signs cancel, so \(Z_2=Z_1\), and \(Z_1+Z_2=0\) makes both vanish. With one atom per cell, the sum rule alone suffices. The proof assumes that the electrons keep the symmetry of the lattice, without magnetic or charge order that breaks it.

With three atoms the sum rule constrains only the average. The selenium atoms are neutral at rest, because symmetry makes them equivalent, but a Born charge is a derivative: it measures how electrons flow when one sublattice moves.

## From Born charge to splitting

Let \(C\) be the force-constant matrix at zero field, \(M\) the atomic mass, \(\Omega\) the cell volume and \(\varepsilon_\infty\) the electronic dielectric tensor. A field \(\mathbf E\) exerts the force \(e\sum_aE_aZ_{k,ab}\) on sublattice \(k\), so

\[
M\omega^2u_{kb}=\sum_{k'b'}C_{kb,k'b'}u_{k'b'}-e\sum_aE_aZ_{k,ab}.
\]

For a wavevector small on the scale of the Brillouin zone but large compared with that of light at the same frequency, the field is curl-free and points along the unit vector \(\hat{\mathbf q}\). With no free charge, \(\hat{\mathbf q}\cdot\mathbf D=0\):

\[
\varepsilon_0(\hat{\mathbf q}\cdot\varepsilon_\infty\cdot\hat{\mathbf q})E+\frac e\Omega\sum_{k'}\hat{\mathbf q}\cdot Z_{k'}\mathbf u_{k'}=0 .
\]

Solving for \(E\) gives a field opposed to the polarization. Inserted into the force, its minus sign cancels the one already there, and the force constants gain

\[
\Delta C_{kb,k'b'}=\frac{e^2}{\varepsilon_0\Omega}\,
\frac{(\hat{\mathbf q}\cdot Z_k)_b(\hat{\mathbf q}\cdot Z_{k'})_{b'}}{\hat{\mathbf q}\cdot\varepsilon_\infty\cdot\hat{\mathbf q}} .
\]

This addition depends on direction, and it stiffens the modes whose dipole has a component along \(\hat{\mathbf q}\).

The bare field, \(-P/\varepsilon_0\), is that of a slab polarized along its normal. A direct sum over point dipoles, a three-layer disc of radius \(R=300a\) minus a long needle, gives 0.994 of this value. The needle, polarized along its length, has no macroscopic field at its centre, so subtracting it removes the local field of the nearby dipoles and leaves the macroscopic field of the disc. The deficit is due to the finite disc: its missing outer part amounts to \(3c/(2R)=0.0057\), with \(a=0.44\) nm and \(c=0.50\) nm.

## Which modes split

Describe each atom's motion by radial, tangential and axial components relative to its own chain. Patterns equal on all three atoms are unchanged by the threefold rotation. The twofold axis preserves the radial pattern (A1) and reverses the tangential and axial ones (A2). The axial pattern is a translation. The other six coordinates form three E pairs, one of which is the in-plane translation. The optical modes are thus A1 + A2 + 2E.

The A1 mode gives each atom a radial dipole \(Z_{xx}u\), and the three cancel. The optical A2 mode must be orthogonal to the translation, so it is purely tangential: each chain turns about its own axis. The in-plane dipoles again cancel, but the axial ones add to \(3Z_{zy}u\). In the normalized mode each atom moves by \(1/\sqrt3\), so the dipole is \(\sqrt3Z_{zy}\). For \(\hat{\mathbf q}\) along \(z\),

\[
\omega_{LO}^2-\omega_{TO}^2=\frac{3e^2Z_{zy}^2}{\varepsilon_0\Omega M\varepsilon_{\infty,zz}} .
\]

The E modes have in-plane dipoles. For \(\hat{\mathbf q}\) along \(x\), one partner of each pair is raised and the \(y\)-polarized partner stays at its TO frequency. The field also mixes the two E modes, so they must be treated together. Let \(p_m\) be the \(x\)-dipole of normalized TO mode \(m\). Its coordinate \(Q_m\) obeys \((\omega_m^2-\omega^2)Q_m=ep_mE/\sqrt M\) and contributes \(ep_mQ_m/(\Omega\sqrt M)\) to the polarization. Therefore

\[
\varepsilon_{xx}(\omega)=\varepsilon_{\infty,xx}+\sum_m\frac{e^2p_m^2}{\varepsilon_0\Omega M(\omega_m^2-\omega^2)} .
\]

A longitudinal mode has \(D=0\) with \(E\ne0\), so its frequency is a zero of this function, while the TO frequencies are its poles. Written as a ratio of products over zeros and poles, the function at \(\omega=0\) gives

\[
\frac{\varepsilon_{xx}(0)}{\varepsilon_{\infty,xx}}=\prod_m\frac{\omega_{LO,m}^2}{\omega_{TO,m}^2}.
\]

## Where the electrons supply the charge

Density functional perturbation theory obtains \(Z\) from the first-order change of the occupied states. A tight-binding crystal with the selenium structure shows the mechanism. Each atom has three p orbitals, four electrons and a core of charge \(Z_{ion}=4\). The hops fall off with distance and are cut off at 0.40 nm, and the self-consistent change of the potential is left out.

Moving atom \(k\) carries along its core and its \(n_k\) electrons. In addition, the displacement mixes empty states \(c\) into occupied states \(v\), with amplitude \(\langle c|\partial H/\partial u_{kb}|v\rangle/(E_v-E_c)\). Two spins, the complex conjugate term and the negative electron charge give, for \(N\) wavevectors,

\[
Z_{k,ab}=(Z_{ion}-n_k)\delta_{ab}+\frac4N\mathrm{Re}\sum_{\mathbf kvc}
\frac{\langle v|r_a|c\rangle\langle c|\partial H/\partial u_{kb}|v\rangle}{E_c-E_v}.
\]

The position element follows from \(\partial H/\partial\mathbf k=i(H\mathbf r-\mathbf rH)\), whose matrix element between \(c\) and \(v\) gives \(\langle c|\mathbf r|v\rangle=-i\langle c|\partial H/\partial\mathbf k|v\rangle/(E_c-E_v)\).

The result is \(Z_{xx}=0.04\), \(Z_{yz}=1.04\) and \(Z_{zy}=0.49\). Berry-phase polarizations of displaced crystals agree to within 0.0007 \(e\). For a silicon-like crystal the same method gives zero to rounding error; with unlike atoms on the same lattice it gives 1.96.

Two limits show what the symmetry argument leaves open. Rotating an isolated chain about its axis carries its electrons along and cannot change its axial polarization, so \(3Z_{zy}=0\). In this model the A2 splitting therefore requires hopping between chains.

Next, keep only nearest-neighbour sigma bonds within a chain. On each atom the orbital perpendicular to both bonds decouples and holds two electrons. Reversing the sign of the orbitals on alternate atoms reverses the remaining Hamiltonian, so bonding and antibonding states have equal weight on every atom. Two orbitals per atom remain, so the bonding states account for one of them, again with two electrons. Each atom keeps four electrons however the chain is distorted, and no in-plane dipole appears. The axial row vanishes by symmetry and by the rotation argument, so the whole tensor is zero, as the calculation confirms. With pi and second-neighbour hops restored, the isolated chain has \(Z_{xx}=-0.47\) and \(Z_{yz}=0.81\). Symmetry permits these charges; the bonding decides their size.

## The number

The force constants come from springs of 150 N/m for bonds, 15 N/m for second neighbours in a chain and 10 N/m between chains. For A2, insert \(Z_{zy}=0.4858\), \(\Omega=0.08383\) nm³, \(M=79\) u and \(\varepsilon_{\infty,zz}=8.085\):

\[
\omega_{LO}^2-\omega_{TO}^2=\frac{3(0.4858)^2}{8.085}\,\frac{e^2}{\varepsilon_0\Omega M}
=2.31\times10^{25}\ \mathrm{s^{-2}} .
\]

Division by \((2\pi c_0)^2\), with \(c_0\) the speed of light, turns this into 651 cm⁻². The TO mode lies at 71.6 cm⁻¹, so

\[
\tilde\nu_{LO}=\sqrt{71.6^2+651}\ \mathrm{cm^{-1}}=76.0\ \mathrm{cm^{-1}} .
\]

The splitting is 4.4 cm⁻¹, where the belief predicts zero. The E modes split from 111.3 to 115.4 and from 276.7 to 280.3 cm⁻¹. Their squared frequency ratios, 1.075 and 1.026, multiply to 1.103, which equals \(4.590/4.163\), the ratio of static to electronic dielectric constant. The A1 mode at 235 cm⁻¹ does not split.

## How far the number can be trusted

The lattice parameters are rounded values close to those of real selenium. Other quantities differ more. As rough figures, the real gap is near 2 eV against 1.4 eV here, the electronic dielectric constants are near 7 and 12 against 4.2 and 8.1, and the A2 mode lies near 100 cm⁻¹. With \(Z_{zy}\) held fixed, a dielectric constant of 12 and a TO frequency of 100 cm⁻¹ would reduce the A2 splitting to about 2 cm⁻¹.

One important omission is the electrons' own response. Let each site level rise by \(U\,\delta n_i\) when the site gains \(\delta n_i\) electrons. One constant suffices, because the threefold axis makes all repulsions between different sublattices equal and the \(\delta n_i\) sum to zero. If \(X\) is the matrix of site-number responses to site levels and \(\delta n^0\) the response without charging, then \(\delta n=\delta n^0+XU\delta n\), so \(\delta n=(1-UX)^{-1}\delta n^0\). For \(U=4\) eV, \(Z_{yz}\) falls to 0.37 and the upper E splitting to 0.05 cm⁻¹, while the lower one rises to 5.1 cm⁻¹. That rise comes from \(\varepsilon_{\infty,xx}\), which the charging lowers from 4.2 to 3.1; with the new charges and the old dielectric constant the lower splitting would fall to 3.9 cm⁻¹. This site charging leaves \(Z_{zy}\) unchanged: the twofold axis through an atom forbids its level from producing an axial dipole. A response that also shifts the orbitals of one atom relative to each other, or mixes them, is not included and can change \(Z_{zy}\). A self-consistent finite displacement confirms \(Z_{zy}\), but it does not test the in-plane correction.

Including the hops beyond 0.40 nm raises \(Z_{zy}\) to 0.50 and the A2 and lower E splittings by about 0.3 cm⁻¹ each. Adding an s shell gives splittings of 2.5, 6.4 and 2.2 cm⁻¹ for A2, lower E and upper E. A shorter hopping range, with the springs unchanged, gives 0.9, 0.4 and 9.8 cm⁻¹. \(Z_{xx}\) even changes sign among these variants. The model therefore shows that identical atoms can produce these splittings, and that a few cm⁻¹ is a plausible scale, but not their individual values.

Two conditions limit the use of the formula. Free carriers respond to the field and couple to the longitudinal mode. For undamped holes of free-electron mass, the plasma frequency, with the screening by \(\varepsilon_{\infty,zz}\) included, reaches the A2 TO frequency at about \(5\times10^{17}\) cm⁻³, and the two motions then mix strongly. The disturbance begins well below that density: at \(10^{17}\) cm⁻³ the longitudinal mode has already risen by 1 cm⁻¹, about a quarter of the splitting. If the carriers are strongly damped, as at low mobility, a higher density is needed to disturb the mode. For the transverse mode to lie at its TO frequency, the wavevector must also be large compared with that of light in the crystal, which is of order \(10^{-4}\) nm⁻¹ here, or some \(10^{-5}\) of the distance to the zone boundary along \(z\). Anharmonic broadening is not computed; if it exceeds the splitting, the two frequencies are hard to resolve. The full set of values stands in the numerical output.

## Table of computed values

```
Cell: a 0.44 nm, c 0.50 nm, u 0.22, volume 0.08383 nm^3
Distances: bond 0.2364 nm, between chains 0.3489 nm, second in chain 0.3731 nm
Hops at 0.236 nm: sigma 3.5 eV, pi -0.8 eV; Gaussian range 0.18 nm
Springs: bond 150, second 15, between chains 10 N/m; mass 79 u
Symmetry operations, free Born components: Se 6, 3; Si 48, 0
Random cell, two identical atoms: 2 operations, 0 free
Gap on 16^3 mesh: 1.409 eV
Born tensor of first atom (e), rows = dipole direction:
    0.0394    0.0000    0.0000
    0.0000   -0.0394    1.0413
    0.0000    0.4858    0.0000
eps_inf: xx 4.163, zz 8.085
eps_static: xx 4.590, zz 9.111
Shift 12^3 to 16^3 mesh: Z 1.3e-07 e, eps 4.6e-05
Largest Berry-phase minus linear-response Z: 6.2e-04 e
Largest relative eps error from small-q response: 7.2e-04
Slab-minus-needle field over -4 pi P: 0.9943
Isolated chains: Zxx -0.46993, Zyz 0.80975 e, |Zzy| 1e-10 e
Isolated chains, sigma bonds only: largest |Z| 1e-12 e
Silicon-like crystal: largest |Z| 1e-16 e
Same lattice, unlike atoms (cores 3 and 5): Z 1.963 e
A1 (no dipole): 235.38 cm^-1
A2, q along z: TO 71.597, LO 76.005, splitting 4.408 cm^-1
E lower, q along x: TO 111.313, LO 115.392, splitting 4.079 cm^-1
E upper, q along x: TO 276.737, LO 280.303, splitting 3.566 cm^-1
Polarization for 0.001 nm tangential shift: 0.279 uC/cm2
Variants: U 4.0 eV; s level -10.0 eV, s-p dipole 0.06 e nm; range 0.16 nm
site charging: gap 1.41 eV, Zxx 0.311, Zyz 0.373, Zzy 0.486 e
  eps xx 3.11, zz 8.09; splittings A2, E, E: 4.408, 5.132, 0.047 cm^-1
s shell added: gap 1.84 eV, Zxx 0.181, Zyz 0.857, Zzy 0.321 e
  eps xx 3.33, zz 6.37; splittings A2, E, E: 2.472, 6.437, 2.164 cm^-1
shorter hops: gap 1.64 eV, Zxx -0.361, Zyz 1.150, Zzy 0.203 e
  eps xx 3.15, zz 7.17; splittings A2, E, E: 0.890, 0.435, 9.765 cm^-1
Site-charging formula minus self-consistent displacement: 9.1e-05 e
Hole density with plasma frequency at A2 TO (free mass): 4.62e+17 cm^-3
Light wavevector at A2 TO: 9.64e-05 nm^-1, 1.5e-05 of zone boundary
```
